# Why the centre of a polarization loop is not zero polarization: a numerical check

```python
# RESULT UNDER TEST: integrated capacitor current fixes changes of polarization,
# not its absolute value; centring a loop therefore does not find P = 0.
# Stack, top to bottom: electrode / interface layer / sheet charge sigma /
# ferroelectric with polarization P / electrode. Positive P points downward.
# q = top-electrode charge per area, Q = time integral of current density,
# C = series capacitance per area, kappa = share of P seen by the top electrode.
# All internal quantities are SI; 1 C/m^2 = 100 uC/cm^2.
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.stats import norm

d_i, d_f = 0.5e-9, 9.5e-9
eps_i, eps_b = 25.0, 30.0
V_peak, period = 3.0, 1e-3
P_switch, P_pin = 0.18, 0.06
tau0 = 1e-9
area = 1e-8
C_i, C_f = eps0 * eps_i / d_i, eps0 * eps_b / d_f
C = C_i * C_f / (C_i + C_f)
kappa = C_i / (C_i + C_f)


def poisson(V, P, sigma, h=0.1e-9):
    """Finite-difference potential; returns top charge, ferroelectric field."""
    n_i, n_f = round(d_i / h), round(d_f / h)
    n = n_i + n_f
    eps = eps0 * np.r_[np.full(n_i, eps_i), np.full(n_f, eps_b)]
    pol = np.r_[np.zeros(n_i), np.full(n_f, P)]
    G = np.zeros((n, n + 1))
    for k in range(n):
        G[k, k], G[k, k + 1] = eps[k] / h, -eps[k] / h
    free = np.zeros(n - 1)
    free[n_i - 1] = sigma
    L = np.diff(G, axis=0)
    phi = np.zeros(n + 1)
    phi[0] = V
    phi[1:-1] = np.linalg.solve(L[:, 1:-1],
                                free - np.diff(pol) - L[:, 0] * V)
    D = G @ phi + pol
    return D[0], (phi[-2] - phi[-1]) / h


# Electrostatics: numerical Poisson solution against the closed formulas.
for V, P, sigma in [(3, .2, 0), (-1, .1, .06), (0, -.12, .06), (2, 0, -.05)]:
    q_num, E_num = poisson(V, P, sigma)
    q_formula = C * V + kappa * (P - sigma)
    E_formula = (V - (P - sigma) / C_i) / (d_f + d_i * eps_b / eps_i)
    assert abs(q_num - q_formula) < 1e-9
    assert abs(E_num - E_formula) < 1.0

# Grains: activation fields of the Merz law; pinned grains have a huge one.
n_sw, n_pin = 40, 10
E_act = np.r_[norm.ppf((np.arange(n_sw) + .5) / n_sw, 13e8, 1.8e8),
              np.full(n_pin, 200e8)]
weight = np.r_[np.full(n_sw, P_switch / n_sw), np.full(n_pin, P_pin / n_pin)]

# name: (pinned grains up, initial sigma, interface conductivity,
#        trap-filling switch, initial sign of switchable grains)
g_inj, sigma_trap = 8e-8, 0.10
films = {
    "up": (10, P_pin, 0, 0, -1),
    "balanced": (5, 0, 0, 0, -1),
    "down": (0, -P_pin, 0, 0, -1),
    "start_up": (5, 0, 0, 0, 1),
    "up_bare": (10, 0, 0, 0, -1),
    "charge_only": (5, -P_pin, 0, 0, -1),
    "inject_up": (10, P_pin, g_inj, 0, -1),
    "inject_bal": (5, 0, g_inj, 0, -1),
    "trap_up": (10, P_pin, g_inj, 1, -1),
    "trap_bal": (5, 0, g_inj, 1, -1),
}
col = {name: k for k, name in enumerate(films)}
table = np.array(list(films.values()), float)
n_up, sigma, g, trap, start = table.T
sigma = sigma.copy()
state = np.empty((len(films), n_sw + n_pin))
state[:, :n_sw] = start[:, None]
state[:, n_sw:] = np.where(np.arange(n_pin) < n_up[:, None], 1, -1)

N, cycles = 4000, 3
dt = period / N
steps = N * cycles
phase = (np.arange(steps + 1) % N) / N
volt = V_peak * np.interp(phase, [0, .25, .75, 1], [0, 1, -1, 0])
# Voltage sum and Gauss's law as two linear equations for the two fields.
inverse = np.linalg.inv(np.array([[d_i, d_f], [-eps0 * eps_i, eps0 * eps_b]]))


def fields(V, P, sigma):
    return inverse @ np.vstack([np.full(len(P), V), sigma - P])


P_true = np.empty((steps + 1, len(films)))
sig_hist = np.empty_like(P_true)
E_int = np.empty_like(P_true)
current = np.empty((steps, len(films)))
P_true[0], sig_hist[0] = state @ weight, sigma
E1, E2 = fields(volt[0], P_true[0], sigma)
E_int[0] = E1
for k in range(steps):
    rate = np.exp(-E_act / (np.abs(E2)[:, None] + 1.0)) / tau0
    target = np.sign(E2)[:, None]
    state = target + (state - target) * np.exp(-rate * dt)
    injected = g * E1 * (1 - trap * (sigma / sigma_trap) ** 2)
    sigma = sigma + injected * dt
    P_true[k + 1], sig_hist[k + 1] = state @ weight, sigma
    E1_new, E2 = fields(volt[k + 1], P_true[k + 1], sigma)
    current[k] = eps0 * eps_i * (E1_new - E1) / dt + injected
    E1 = E1_new
    E_int[k + 1] = E1

Q = np.vstack([np.zeros(len(films)), np.cumsum(current, axis=0) * dt])
last = slice(steps - N, steps + 1)
V_last = volt[last]


def middle(x):
    return (x.max() + x.min()) / 2


def mismatch(a, b):
    ja, jb = current[:, col[a]], current[:, col[b]]
    return np.max(np.abs(ja - jb)) / np.max(np.abs(jb))


# The current returns the true change of P in every film with fixed sigma.
for name in ("up", "balanced", "down", "start_up", "up_bare", "charge_only"):
    c = col[name]
    change = (Q[:, c] - C * (volt - volt[0])) / kappa
    assert np.max(np.abs(change - (P_true[:, c] - P_true[0, c]))) < 1e-9

# Same current, different true centres.
same_up, same_down = mismatch("up", "balanced"), mismatch("down", "balanced")
assert max(same_up, same_down) < 1e-6
true_mid = {n: middle(P_true[last, col[n]]) for n in films}
assert abs(true_mid["up"] - P_pin) < 1e-6
assert abs(true_mid["down"] + P_pin) < 1e-6
P_bal = P_true[last, col["balanced"]]
assert np.max(np.abs(P_bal[:N // 2] + P_bal[N // 2:N])) < 1e-6

# Integrator reset in opposite states: a rigid vertical displacement.
raw_a, raw_b = Q[last, col["balanced"]], Q[last, col["start_up"]]
gap = raw_a - raw_b
assert np.ptp(gap) < 1e-6
assert abs(gap.mean() - 2 * kappa * P_switch) < 1e-6


def coercive(name):
    s = Q[last, col[name]] - C * V_last
    s = s - middle(s)
    k = np.flatnonzero(s[:-1] * s[1:] < 0)
    assert len(k) == 2
    return V_last[k] - s[k] * (V_last[k + 1] - V_last[k]) / (s[k + 1] - s[k])


# Horizontal shift: real, but shared by two physically different films.
vc_bal, vc_bare = coercive("balanced"), coercive("up_bare")
shift = vc_bare.mean() - vc_bal.mean()
shift_formula = P_pin / C_i
assert abs(shift - shift_formula) < 2e-3  # voltage step is 3 mV
different = mismatch("up_bare", "balanced")
ambiguous = mismatch("up_bare", "charge_only")
assert different > 0.05 and ambiguous < 1e-6

# Injection by local field keeps the equivalence; trap filling breaks it.
inj_same, trap_diff = (mismatch("inject_up", "inject_bal"),
                       mismatch("trap_up", "trap_bal"))
swing = np.ptp(sig_hist[:, col["inject_bal"]])
assert swing > 0.005 and inj_same < 1e-6 and trap_diff > 1e-3

# Heating to P = 0 at zero voltage, with three fates of the trapped charge.
P_end, P_end_bal = P_true[-1, col["up"]], P_true[-1, col["balanced"]]
q_start = poisson(0, P_end, P_pin)[0]
held = poisson(0, 0, P_pin)[0] - q_start
to_bottom = poisson(0, 0, 0)[0] - q_start
to_top = to_bottom - P_pin
bal_release = poisson(0, 0, 0)[0] - poisson(0, P_end_bal, 0)[0]
assert abs(held + kappa * P_end) < 1e-9
assert abs(to_bottom - bal_release) < 1e-6
assert abs(to_top + kappa * (P_end - P_pin) + P_pin) < 1e-9

# Sizes of neglected effects; these four inputs are rough assumptions.
leak_peak, offset, R_series, E_break = 10.0, 1e-9, 50.0, 4.5e8
E_mean = V_peak / (d_i + d_f)
drift = offset * period / area
j_peak = np.max(np.abs(current[:, col["balanced"]]))


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


u = "uC/cm2"
show("interface / ferroelectric thickness", d_i * 1e9, f"/ {d_f*1e9:.1f} nm", 1)
show("interface / background permittivity", eps_i, f"/ {eps_b:.0f}", 0)
show("peak voltage", V_peak, "V", 1)
show("frequency", 1e-3 / period, "kHz", 1)
show("switchable polarization", 100 * P_switch, u, 1)
show("pinned polarization if aligned", 100 * P_pin, u, 1)
show("mean activation field", E_act[:n_sw].mean() / 1e8, "MV/cm", 1)
show("spread parameter of activation field", 1.8, "MV/cm", 1)
show("pinned activation field", E_act[-1] / 1e8, "MV/cm", 0)
show("Merz time constant", tau0 * 1e9, "ns", 1)
show("series capacitance C", 100 * C, "uF/cm2")
show("interface capacitance C_i", 100 * C_i, "uF/cm2", 2)
show("kappa", kappa, "(no unit)", 4)
half = steps - N // 2
for n in ("up", "balanced", "down"):
    c = col[n]
    reading = Q[half, c] - middle(Q[last, c])
    print(f"film {n}: sigma {100*sig_hist[0,c]:.1f}, centred reading at V=0 "
          f"after + peak {100*reading:.2f}, true P {100*P_true[half,c]:.2f}, "
          f"true centre {100*true_mid[n]+0.0:.2f} {u}")
print(f"current mismatch up, down vs balanced: {same_up:.0e}, {same_down:.0e}")
show("raw loop centre, started down", 100 * middle(raw_a), u, 2)
show("raw loop centre, started up", 100 * middle(raw_b), u, 2)
print("coercive voltages, balanced:", np.round(vc_bal, 3), "V")
print("coercive voltages, pinned up without sigma:", np.round(vc_bare, 3), "V")
show("horizontal shift, simulated", shift, "V", 4)
show("horizontal shift, formula", shift_formula, "V", 4)
show("true centre, pinned up without sigma", 100 * true_mid["up_bare"], u, 2)
show("true centre, sheet charge only", 100 * true_mid["charge_only"], u, 2)
print(f"current mismatch of these two films: {ambiguous:.0e}")
show("current mismatch, shifted vs balanced", 100 * different, "% of peak", 1)
show("injection: swing of sigma", 100 * swing, u, 2)
print(f"injection: current mismatch: {inj_same:.0e}")
show("trap filling: current mismatch", 100 * trap_diff, "% of peak", 2)
show("film up before heating, P", 100 * P_end, u, 2)
show("heating charge, sigma held", 100 * held, u, 2)
show("heating charge, sigma to bottom", 100 * to_bottom, u, 2)
show("heating charge, sigma to top", 100 * to_top, u, 2)
show("heating charge, balanced film", 100 * bal_release, u, 2)
show("vacuum term eps0*E at peak", 100 * eps0 * E_mean, u, 2)
show("mean peak field", E_mean / 1e8, "MV/cm", 2)
show("assumed rough breakdown field", E_break / 1e8, "MV/cm", 1)
E_layer = np.max(np.abs(E_int[last, col["balanced"]]))
show("peak interface field", E_layer / 1e8, "MV/cm", 1)
show("assumed peak leakage", leak_peak * 0.1, "mA/cm2", 1)
show("ohmic leakage charge per half cycle", 100 * leak_peak * period / 4, u, 3)
show("capacitor area", area * 1e12, "um2", 0)
show("assumed amplifier offset", offset * 1e9, "nA", 1)
show("offset drift per cycle", 100 * drift, u, 3)
show("cycles for drift equal to pinned part", P_pin / drift, "cycles", 0)
show("peak current", j_peak * area * 1e6, "uA", 1)
show("assumed series resistance", R_series, "ohm", 0)
show("series voltage drop", j_peak * area * R_series * 1e3, "mV", 2)
print("checks complete")
```

Printed output:

```
interface / ferroelectric thickness: 0.5 / 9.5 nm
interface / background permittivity: 25 / 30
peak voltage: 3.0 V
frequency: 1.0 kHz
switchable polarization: 18.0 uC/cm2
pinned polarization if aligned: 6.0 uC/cm2
mean activation field: 13.0 MV/cm
spread parameter of activation field: 1.8 MV/cm
pinned activation field: 200 MV/cm
Merz time constant: 1.0 ns
series capacitance C: 2.630 uF/cm2
interface capacitance C_i: 44.27 uF/cm2
kappa: 0.9406 (no unit)
film up: sigma 6.0, centred reading at V=0 after + peak 16.93, true P 24.00, true centre 6.00 uC/cm2
film balanced: sigma 0.0, centred reading at V=0 after + peak 16.93, true P 18.00, true centre -0.00 uC/cm2
film down: sigma -6.0, centred reading at V=0 after + peak 16.93, true P 12.00, true centre -6.00 uC/cm2
current mismatch up, down vs balanced: 9e-14, 9e-14
raw loop centre, started down: 16.93 uC/cm2
raw loop centre, started up: -16.93 uC/cm2
coercive voltages, balanced: [ 1.253 -1.253] V
coercive voltages, pinned up without sigma: [ 1.388 -1.117] V
horizontal shift, simulated: 0.1355 V
horizontal shift, formula: 0.1355 V
true centre, pinned up without sigma: 6.00 uC/cm2
true centre, sheet charge only: -0.00 uC/cm2
current mismatch of these two films: 9e-14
current mismatch, shifted vs balanced: 30.7 % of peak
injection: swing of sigma: 3.64 uC/cm2
injection: current mismatch: 1e-13
trap filling: current mismatch: 5.91 % of peak
film up before heating, P: -12.00 uC/cm2
heating charge, sigma held: 11.29 uC/cm2
heating charge, sigma to bottom: 16.93 uC/cm2
heating charge, sigma to top: 10.93 uC/cm2
heating charge, balanced film: 16.93 uC/cm2
vacuum term eps0*E at peak: 0.27 uC/cm2
mean peak field: 3.00 MV/cm
assumed rough breakdown field: 4.5 MV/cm
peak interface field: 11.2 MV/cm
assumed peak leakage: 1.0 mA/cm2
ohmic leakage charge per half cycle: 0.250 uC/cm2
capacitor area: 10000 um2
assumed amplifier offset: 1.0 nA
offset drift per cycle: 0.010 uC/cm2
cycles for drift equal to pinned part: 600 cycles
peak current: 35.3 uA
assumed series resistance: 50 ohm
series voltage drop: 1.77 mV
checks complete
```
